# Extrema of an initially uniform component beside a diffusing step

## Problem

A long bar is made by joining two blocks of a three-component solid solution at $x=0$. Components 1 and 2 have mole fractions $c_1$ and $c_2$; the third makes up the rest. The molar volume is constant, and fluxes are measured in the volume-fixed frame and divided by the total molar concentration, so that they have the unit of a velocity. They obey

$$J_i=-\sum_{j=1}^{2}D_{ij}\,\partial_x c_j ,\qquad \partial_t c_i=-\partial_x J_i ,$$

with constant coefficients $D_{11}=4$, $D_{12}=1$, $D_{21}=0$, $D_{22}=1$ in a common unit. At $t=0$ component 1 is uniform, $c_1=c_{10}$. Component 2 is a sharp step: $c_2=c_L$ for $x<0$ and $c_2=c_R$ for $x>0$, with $\Delta=c_R-c_L>0$. The bar is so long that its ends play no part.

1. Find $c_1(x,t)$.
2. Locate its extrema. Which is the maximum?
3. Find their heights, and say when the result can be trusted.
4. Where does component 1 move uphill, that is, toward higher $c_1$? How much of it crosses $x=0$ up to time $t$?
5. Describe the diffusion path, the curve that the bar traces in the $(c_2,c_1)$ plane.

For numbers take the unit of $D_{ij}$ as Å²/s, with $t=10^4$ s, $c_{10}=0.10$, $c_L=0.10$ and $c_R=0.30$. These are round model parameters, not those of a particular alloy.

## Hints

**Hint 1.** One of the two equations can be solved without the other. Neither the equations nor the initial state contains a length, so try a function of $x/\sqrt t$.

**Hint 2.** Look for a constant $\beta$ such that $u=c_1+\beta c_2$ obeys an ordinary diffusion equation. What does $u$ look like at $t=0$?

**Hint 3.** At an extremum two Gaussians of different widths are equal. Take the logarithm. The sign of the slope at $x=0$ then settles which extremum is which.

**Hint 4.** Write the flux with the same two Gaussians, and compare its sign with that of $\partial_x c_1$.

**Hint 5.** The slope of the path is the ratio of the two concentration gradients.

## Full solution

### 1. The profile of component 1

Since $D_{21}=0$, component 2 obeys $\partial_t c_2=D_{22}\,\partial_x^2c_2$ alone. Put $c_2=f(\eta)$ with $\eta=x/\sqrt t$. Then $\partial_t c_2=-(\eta/2t)f'$ and $\partial_x^2c_2=f''/t$, so that

$$D_{22}f''=-\frac{\eta}{2}f'\quad\Rightarrow\quad f'=A\,e^{-\eta^2/4D_{22}} .$$

The total rise must be $\Delta$. Because $\int_{-\infty}^{\infty}e^{-\eta^2/4D_{22}}d\eta=2\sqrt{\pi D_{22}}$, we have $A=\Delta/(2\sqrt{\pi D_{22}})$. Integration gives

$$c_2=\frac{c_L+c_R}{2}+\frac{\Delta}{2}\,\mathrm{erf}\!\left(\frac{x}{2\sqrt{D_{22}t}}\right).$$

For component 1, $\partial_tc_1=D_{11}\partial_x^2c_1+D_{12}\partial_x^2c_2$. Adding $\beta$ times the equation for $c_2$,

$$\partial_t(c_1+\beta c_2)=D_{11}\partial_x^2c_1+(D_{12}+\beta D_{22})\,\partial_x^2c_2 .$$

The right side equals $D_{11}\partial_x^2(c_1+\beta c_2)$ if $D_{12}+\beta D_{22}=\beta D_{11}$, hence

$$\beta=\frac{D_{12}}{D_{11}-D_{22}}=\frac13 .$$

So $u=c_1+\beta c_2$ diffuses with coefficient $D_{11}$. Initially it is a step of height $\beta\Delta$ about the mean $c_{10}+\beta(c_L+c_R)/2$, because $c_1$ is uniform. Its solution is therefore an error function of the same kind:

$$u=c_{10}+\beta\,\frac{c_L+c_R}{2}+\frac{\beta\Delta}{2}\,\mathrm{erf}\!\left(\frac{x}{2\sqrt{D_{11}t}}\right).$$

In $c_1=u-\beta c_2$ the mean of component 2 cancels:

$$c_1=c_{10}+\frac{\beta\Delta}{2}\left[\mathrm{erf}\!\left(\frac{x}{2\sqrt{D_{11}t}}\right)-\mathrm{erf}\!\left(\frac{x}{2\sqrt{D_{22}t}}\right)\right].$$

As $t\to0$ at fixed $x\neq0$, both error functions tend to the sign of $x$ and the bracket vanishes, as the initial condition demands. The same happens as $|x|\to\infty$ at fixed $t$. The disturbance of component 1 is thus the difference of two steps of equal height, one of which has spread further than the other.

### 2. The positions of the extrema

Write $E_1=e^{-x^2/4D_{11}t}$ and $E_2=e^{-x^2/4D_{22}t}$. The derivative of $\mathrm{erf}(z)$ is $(2/\sqrt\pi)e^{-z^2}$, so

$$\partial_xc_1=\frac{\beta\Delta}{2\sqrt{\pi t}}\left[\frac{E_1}{\sqrt{D_{11}}}-\frac{E_2}{\sqrt{D_{22}}}\right],\qquad
\partial_xc_2=\frac{\Delta}{2\sqrt{\pi t}}\,\frac{E_2}{\sqrt{D_{22}}} .$$

The slope of $c_1$ vanishes where $E_1/\sqrt{D_{11}}=E_2/\sqrt{D_{22}}$. Taking the logarithm and collecting the terms in $x^2$,

$$\frac{x^2}{4t}\left(\frac1{D_{22}}-\frac1{D_{11}}\right)=\frac12\ln\frac{D_{11}}{D_{22}} .$$

The left bracket is $(D_{11}-D_{22})/(D_{11}D_{22})$. Hence $x=\pm x_e$ with

$$x_e^2=2t\,\frac{D_{11}D_{22}}{D_{11}-D_{22}}\ln\frac{D_{11}}{D_{22}} .$$

The equation is linear in $x^2$, so there is one such pair and no other finite zero of the slope. The right side is positive whichever diagonal coefficient is larger, since the logarithm and the difference change sign together. For the given matrix,

$$x_e^2=2t\cdot\frac43\ln4=\frac{16}{3}\ln2\;t,\qquad x_e\approx1.923\,\sqrt t .$$

At $x=0$ the bracket in $\partial_xc_1$ is $\tfrac12-1<0$, so $c_1$ falls with $x$ there. Far out, the wider Gaussian $E_1$ dominates and $c_1$ rises. Going from left to right, $c_1$ therefore rises, falls and rises again. The maximum is at $x=-x_e$, on the side poor in component 2, and the minimum is at $x=+x_e$, on the rich side.

The cause is the cross term. At the very start $\partial_xc_1=0$, and the flux of component 1 is $-D_{12}\partial_xc_2$, which points to the left. It takes component 1 from the rich side and deposits it on the poor side. If $\Delta$ is negative, the left side is the rich one, and the maximum lies at $x=+x_e$, again on the side poor in component 2.

With $t=10^4$ s, $\sqrt t=100$ s$^{1/2}$ and $x_e=192.27$ Å, or 363.3 bohr. As an independent check, the initial step was expanded in the no-flux modes of a wide finite box and each mode was propagated numerically. The extrema of that sum lie at $\mp192.27$ Å, as the numerical output shows.

### 3. The heights, and when to trust them

The arguments of the error functions at $x_e$ do not contain the time:

$$\frac{x_e}{2\sqrt{D_{11}t}}=\sqrt{\frac{\ln2}{3}}\approx0.4807,\qquad
\frac{x_e}{2\sqrt{D_{22}t}}=\sqrt{\frac{4\ln2}{3}}\approx0.9614 .$$

The error functions are 0.50335 and 0.82603. With $\beta/2=1/6$,

$$c_1(\mp x_e)=c_{10}\pm\frac{\Delta}{6}\,(0.82603-0.50335)=c_{10}\pm0.0538\,\Delta .$$

For $\Delta=0.20$ the maximum is 0.1108 and the minimum 0.0892. The extrema move apart as $\sqrt t$ without changing height: at 2500 s they are at $\pm96.1$ Å and at 40 000 s at $\pm384.5$ Å, with the same maximum of 0.1108.

Three conditions limit this result.

- **A sharp step.** The formula gives the extrema their full height at any $t>0$, however small. This is a property of the ideal step. If the initial interface has a finite width, $\partial_x^2c_2$ is finite, $c_1$ starts to change at the finite rate $D_{12}\partial_x^2c_2$, and the extrema must grow from zero. The constant height is reached once the diffusion lengths are much larger than the initial width.
- **A long bar.** The length $2\sqrt{D_{11}t}$, here 400 Å, must be smaller than the distance to either end. The influence of the ends falls off quickly: with closed ends 400 Å from the joint the maximum of $c_1-c_{10}$ is 11 % too large, with ends at 600 Å it is within 0.2 %.
- **Enough of component 1.** The minimum is positive only if $c_{10}>0.0538\,\Delta$. For $c_{10}=0$ the formula would give a negative mole fraction on the rich side. The fault then lies in the constant $D_{12}$: where component 1 is absent, a gradient of component 2 cannot remove any of it, so $D_{12}$ must vanish there. In the example $c_1$ departs from $c_{10}$ by at most 11 % of $c_{10}$. A $D_{12}$ proportional to $c_1$ would vary by the same fraction, so this dependence alone would be a modest correction. Whether the coefficients also change with $c_2$, which varies threefold across the bar, is a separate question; the model assumes that they do not.

### 4. Uphill transport

Insert both gradients into $J_1=-D_{11}\partial_xc_1-D_{12}\partial_xc_2$ and replace $D_{12}$ by $\beta(D_{11}-D_{22})$:

$$J_1=-\frac{\beta\Delta}{2\sqrt{\pi t}}\left[\sqrt{D_{11}}\,E_1-\frac{D_{11}}{\sqrt{D_{22}}}E_2+\frac{D_{11}-D_{22}}{\sqrt{D_{22}}}E_2\right].$$

The terms with $D_{11}E_2$ cancel, which leaves

$$J_1=-\frac{\beta\Delta}{2\sqrt{\pi t}}\left[\sqrt{D_{11}}\,E_1-\sqrt{D_{22}}\,E_2\right].$$

Here $D_{11}>D_{22}$, so $E_1\ge E_2$ and the bracket is positive. Component 1 flows to the left at every point. Transport is uphill where flux and gradient have the same sign, and $\partial_xc_1$ is negative for $|x|<x_e$ and positive for $|x|>x_e$. Component 1 therefore moves uphill everywhere between the extrema and downhill everywhere outside them.

At $x=0$ the two parts of the flux are

$$-D_{11}\partial_xc_1=+3.761\times10^{-4}\ \text{Å/s},\qquad
-D_{12}\partial_xc_2=-5.642\times10^{-4}\ \text{Å/s},$$

with the sum $-1.881\times10^{-4}$ Å/s. The direct term tries to level component 1 and cancels two thirds of the cross term, but does not overcome it.

At the extrema the direct term is zero, and the flux is $-2.239\times10^{-4}$ Å/s, stronger than at the centre although the gradient of component 2 is weaker there. The reason follows from conservation. Since $c_1$ depends on $x/\sqrt t$ alone, $\partial_tc_1=-(x/2t)\,\partial_xc_1$, and therefore

$$\partial_xJ_1=-\partial_tc_1=\frac{x}{2t}\,\partial_xc_1 .$$

For $0<x<x_e$ this is negative, so the negative flux grows in magnitude; beyond $x_e$ it is positive, and the flux decays. The left side mirrors this, because $J_1$ is even in $x$. The leftward flux is thus strongest at the two extrema and has a local minimum of strength at the centre.

The amount carried leftward through $x=0$ follows from $E_1=E_2=1$ and $\int_0^t dt'/\sqrt{t'}=2\sqrt t$:

$$M=\int_0^t|J_1(0,t')|\,dt'=\beta\Delta\left(\sqrt{D_{11}}-\sqrt{D_{22}}\right)\sqrt{\frac t\pi} .$$

In the example $M=\tfrac13(0.20)(2-1)\sqrt{10^4/\pi}=3.76$ Å. This is the thickness of a layer of pure component 1 with the same content. Integrating the excess of $c_1$ over the left half of the mode sum gives the same value. As $t\to0$ the amount vanishes, so the immediate appearance of extrema of full height requires no finite amount to be moved at once: they are then confined to a vanishing width.

### 5. The diffusion path

Dividing the gradients gives

$$\frac{dc_1}{dc_2}=\frac{\partial_xc_1}{\partial_xc_2}=\beta\left[\sqrt{\frac{D_{22}}{D_{11}}}\,\frac{E_1}{E_2}-1\right],\qquad
\frac{E_1}{E_2}=\exp\!\left[\frac{x^2}{4t}\left(\frac1{D_{22}}-\frac1{D_{11}}\right)\right].$$

At the centre the slope is $\tfrac13(\tfrac12-1)=-\tfrac16$. At the extrema it is zero. Further out it grows without bound: it is 0.568 at $|x|=300$ Å and 17.8 at 500 Å. The path leaves both end compositions parallel to the $c_1$ axis, because the gradient of component 2 dies out with the narrower Gaussian while that of component 1 keeps a part with the wider one.

In the $(c_2,c_1)$ plane the path starts at $(0.10,\,0.10)$, climbs to $(0.117,\,0.111)$, descends through $(0.20,\,0.10)$ to $(0.283,\,0.089)$, and climbs to $(0.30,\,0.10)$. It is S-shaped and crosses the straight line between the end compositions at its midpoint. Both mole fractions depend on $x/\sqrt t$ alone, so the path is the same at all $t>0$; time changes only where in the bar each composition is found.

## Variation 1: equal diagonal coefficients

*Let $D_{11}=D_{22}=D$ with $D_{12}\neq0$. Now $\beta$ is infinite. Do the extrema survive?*

The combination $u$ no longer exists, but the equation for $c_1$ can be solved directly by

$$c_1=c_{10}+D_{12}\,t\,\partial_x^2c_2 .$$

To verify this, differentiate with respect to time and use $\partial_tc_2=D\,\partial_x^2c_2$:

$$\partial_tc_1=D_{12}\partial_x^2c_2+D_{12}\,t\,D\,\partial_x^4c_2=D_{12}\partial_x^2c_2+D\,\partial_x^2c_1 ,$$

which is the required equation. With $z=x/(2\sqrt{Dt})$, differentiating $\partial_xc_2=\Delta e^{-z^2}/(2\sqrt{\pi Dt})$ once more gives

$$c_1=c_{10}-\frac{D_{12}\Delta}{2\sqrt\pi\,D}\,z\,e^{-z^2} .$$

This tends to $c_{10}$ as $t\to0$ at fixed $x\ne0$, because then $|z|\to\infty$. The derivative of $ze^{-z^2}$ is $(1-2z^2)e^{-z^2}$, so the extrema are at $z^2=\tfrac12$, or

$$x_e=\sqrt{2Dt},\qquad |c_1(\pm x_e)-c_{10}|=\frac{|D_{12}\Delta|}{2D\sqrt{2\pi e}} .$$

The general position formula has the same limit, since $\ln(D_{11}/D_{22})/(D_{11}-D_{22})\to1/D$. The infinite $\beta$ is harmless for the mathematics: it multiplies a difference of error functions that vanishes at the same rate. The case is, however, only a formal limit. The condition $G_{11}D_{12}=G_{12}(D_{11}-D_{22})$ derived in Variation 2 would force $G_{11}=0$, so a matrix with $D_{11}=D_{22}$, $D_{12}\neq0$ and $D_{21}=0$ cannot be written as $LG$ with symmetric positive definite $L$ and $G$. For $D=2$ Å²/s, $D_{12}=1$ Å²/s and $t=10^4$ s, the extrema are at $\pm200$ Å, and the mode sum confirms this.

## Variation 2: uphill in concentration, downhill in potential

*Can component 1 of the original problem flow down its diffusion potential, that is, its chemical potential relative to that of the third component, while it climbs its concentration gradient?*

Let $\mu_1$ and $\mu_2$ be the potentials relative to that of the third component, in scaled units, with $\partial_x\mu_i=\sum_jG_{ij}\partial_xc_j$ and $J_i=-\sum_jL_{ij}\partial_x\mu_j$. Then $D=LG$. $G$ is symmetric because its entries are second derivatives of the free energy, and stability makes it positive definite; $L$ is taken symmetric, and positive dissipation makes it positive definite. One pair that meets these demands is

$$G=\begin{pmatrix}1&\tfrac13\\[2pt]\tfrac13&\tfrac{10}{9}\end{pmatrix},\qquad
L=\begin{pmatrix}\tfrac{37}{9}&-\tfrac13\\[2pt]-\tfrac13&1\end{pmatrix}\ \text{Å}^2/\text{s} .$$

The diagonal entries are positive and the determinants are 1 and 4. The products are

$$\begin{aligned}
(LG)_{11}&=\tfrac{37}{9}-\tfrac19=4, & (LG)_{12}&=\tfrac{37}{27}-\tfrac{10}{27}=1,\\
(LG)_{21}&=-\tfrac13+\tfrac13=0, & (LG)_{22}&=-\tfrac19+\tfrac{10}{9}=1 .
\end{aligned}$$

For this choice

$$\partial_x\mu_1=\partial_xc_1+\tfrac13\partial_xc_2=\partial_xu=\frac{\beta\Delta}{2\sqrt{\pi D_{11}t}}\,E_1>0 ,$$

while $J_1<0$ at every point. So the answer is yes: component 1 runs down $\mu_1$ throughout the bar, including the region between the extrema where it runs up $c_1$. Component 2 raises $\mu_1$ on the rich side by more than the dip in $c_1$ lowers it.

This holds for the relative potential, not for the chemical potential of component 1 itself. By the Gibbs–Duhem relation the latter has the gradient $(1-c_1)\,\partial_x\mu_1-c_2\,\partial_x\mu_2$. At $x=0$, where $\partial_xc_1=-\tfrac16\partial_xc_2$, the pair above gives $\partial_x\mu_1=\tfrac16\partial_xc_2$ and $\partial_x\mu_2=\tfrac{19}{18}\partial_xc_2$, so this gradient is $(0.9\cdot\tfrac16-0.2\cdot\tfrac{19}{18})\,\partial_xc_2\approx-0.061\,\partial_xc_2<0$. Near the centre, from about $-79$ to $198$ Å in the example, component 1 therefore moves up its chemical potential.

The matrix $D$ alone does not fix $G$ and $L$, but the sign of $\partial_x\mu_1$ does not depend on the pair chosen. Since $L$ and $G$ are symmetric, $GD=GLG$ is symmetric as well. With $D_{21}=0$, equating its two off-diagonal entries gives

$$G_{11}D_{12}+G_{12}D_{22}=G_{12}D_{11}\quad\Rightarrow\quad G_{12}=\beta\,G_{11} .$$

Hence $\partial_x\mu_1=G_{11}\,\partial_xu$, and $G_{11}>0$ because $G$ is positive definite. For the given matrix $\partial_xu>0$ and $J_1<0$, so component 1 runs down the relative potential $\mu_1$ for every admissible pair. The chemical potential of component 1 itself does depend on the pair, through the free entry $G_{22}$: for $G_{11}=1$ its gradient at $x=0$ is $[0.15-0.2(G_{22}-\tfrac1{18})]\,\partial_xc_2$, which changes sign at $G_{22}=\tfrac{29}{36}$. The order of the diagonal coefficients matters here. If $D_{11}<D_{22}$ with $D_{12}>0$, then $\beta$ and $\partial_xu$ are negative while $J_1$ is still negative, and component 1 runs up the relative potential $\mu_1$, driven by the cross term $-L_{12}\partial_x\mu_2$.

## Computed values

```
D11, D12, D21, D22 = 4.0, 1.0, 0.0, 1.0 angstrom^2/s
time = 10000 s
initial c1 = 0.10 (mole fraction)
initial c2 left, right = 0.10, 0.30 (mole fraction)
beta = 0.333333 (no unit)
|x|/sqrt(t) at extrema = 1.922703 angstrom/s^0.5
|x| at extrema, formula = 192.2703 angstrom
x of maximum, mode sum = -192.2703 angstrom
x of minimum, mode sum = 192.2703 angstrom
|x| at extrema, converted = 363.34 bohr
argument and erf with D11 = 0.480676, 0.503355 (no unit)
argument and erf with D22 = 0.961351, 0.826030 (no unit)
height of extrema / step of c2 = 0.053779 (no unit)
c1 at maximum = 0.110756 (mole fraction)
c1 at minimum = 0.089244 (mole fraction)
c2 at maximum of c1 = 0.117397 (mole fraction)
c2 at minimum of c1 = 0.282603 (mole fraction)
|x| at t = 2500 s: 96.1351 angstrom, c1 maximum 0.110756
|x| at t = 40000 s: 384.5405 angstrom, c1 maximum 0.110756
dc1/dx at x=0 = -9.4032e-05 1/angstrom
dc2/dx at x=0 = 5.6419e-04 1/angstrom
-D11 dc1/dx at x=0 = 3.7613e-04 angstrom/s
-D12 dc2/dx at x=0 = -5.6419e-04 angstrom/s
total J1 at x=0 = -1.8806e-04 angstrom/s
J1 at the extrema = -2.2390e-04 angstrom/s
amount moved through x=0, mode sum = 3.76126 angstrom
amount moved through x=0, formula = 3.76126 angstrom
path slope dc1/dc2 at x = 0 angstrom: -0.16667 (no unit)
path slope dc1/dc2 at x = 100 angstrom: -0.13229 (no unit)
path slope dc1/dc2 at x = 300 angstrom: 0.56766 (no unit)
path slope dc1/dc2 at x = 500 angstrom: 17.76356 (no unit)
|x| for D11=D22=2, D12=1 = 200.0000 angstrom
G11, G12, G22 = 1.00000, 0.33333, 1.11111 (scaled)
L11, L12, L22 = 4.11111, -0.33333, 1.00000 angstrom^2/s (scaled)
```
